# Differential reflectance of a thin film: first-order formulas and their limits, part 2

A plane wave of vacuum wavelength $\lambda$ falls at angle $\phi$ from a transparent ambient ($z<0$, $\varepsilon_1=n_1^2$) on a film ($0<z<d$, $\varepsilon_2$) over a substrate ($z>d$, $\varepsilon_3$). We study $\Delta R/R=[R(d)-R(0)]/R(0)$, where $R=|r|^2$ and $R(0)$ is for the bare substrate. Permittivities are relative; fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon\ge0$. A uniaxial film has $\varepsilon_x$ in plane and $\varepsilon_z$ along the normal; an isotropic one has $\varepsilon_x=\varepsilon_z=\varepsilon_2$.

Let $k_0=2\pi/\lambda$, $x=k_0d$, $q=\varepsilon_1\sin^2\phi$, $A=\varepsilon_x-\varepsilon_1$ and $b=1/\varepsilon_1-1/\varepsilon_z$. Normal wavevectors are $\pm k_0\xi_j$, with $\xi_j^2=\varepsilon_j-q$; in a uniaxial film $\xi_2^2$ is $\varepsilon_x-q$ for s and $\varepsilon_x(1-q/\varepsilon_z)$ for p. For s, $\eta_j=\xi_j$ and $g=1$; for p, $\eta_j=\xi_j/\varepsilon_j$ ($\xi_2/\varepsilon_x$ in the film) and $g=\varepsilon_x$. Always $\eta_1>0$ and $\operatorname{Re}\eta_3\ge0$.

With $r_{ij}=(\eta_i-\eta_j)/(\eta_i+\eta_j)$, $\beta=\xi_2x$, $w=r_{23}e^{2i\beta}$, $\tau=\tan\beta/\beta$ and $Y=\frac{\eta_3-i\eta_2\tan\beta}{1-i(\eta_3/\eta_2)\tan\beta}$, the exact results are

$$r=\frac{\eta_1-Y}{\eta_1+Y}=\frac{(\eta_1-\eta_2)+(\eta_1+\eta_2)w}{(\eta_1+\eta_2)+(\eta_1-\eta_2)w}=\frac{r_{12}+r_{23}e^{2i\beta}}{1+r_{12}r_{23}e^{2i\beta}}.\tag{2}$$

$$\delta\equiv Y-\eta_3=\frac{-igx\,\tau\,(\eta_2^2-\eta_3^2)}{1-igx\,\tau\,\eta_3}.\tag{3}$$

$$\frac{r}{r_{13}}=\frac{1-\delta/(\eta_1-\eta_3)}{1+\delta/(\eta_1+\eta_3)}=1-\frac{2\eta_1\delta}{(\eta_1-\eta_3)(\eta_1+\eta_3+\delta)},\tag{4}$$

To first order $r/r_{13}=1+ax$ and $\Delta R/R=2x\operatorname{Re}a$, with

$$a=2ig\,\eta_1\,\frac{\eta_2^2-\eta_3^2}{\eta_1^2-\eta_3^2}.\tag{5}$$

For an isotropic film this gives

$$\left(\frac{\Delta R}{R}\right)_s=-P\,\operatorname{Im}\frac{\varepsilon_2-\varepsilon_3}{\varepsilon_1-\varepsilon_3},\qquad P=\frac{8\pi d\,n_1\cos\phi}{\lambda}.\tag{6}$$

$$\left(\frac{\Delta R}{R}\right)_p=-P\,\operatorname{Im}\left\{\frac{\varepsilon_2-\varepsilon_3}{\varepsilon_1-\varepsilon_3}\;\frac{1-\dfrac{\varepsilon_1(\varepsilon_2+\varepsilon_3)}{\varepsilon_2\varepsilon_3}\sin^2\phi}{1-\dfrac{\varepsilon_1+\varepsilon_3}{\varepsilon_3}\sin^2\phi}\right\}.\tag{8}$$

$$\left(\frac{\Delta R}{R}\right)_s=+P\,\operatorname{Im}\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1-\varepsilon_3},\tag{9}$$

Referring the phase to the substrate surface replaces $a$ by $\tilde a=a-2i\xi_1$, with the same real part. For p,

$$\tilde a_p=\frac{2i\eta_1}{\eta_1^2-\eta_3^2}\left[q\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_z}\right)-(\varepsilon_x-\varepsilon_1)\,\eta_3^2\right].\tag{10}$$

$$\left(\frac{\Delta R}{R}\right)_p=\frac{4x\,\eta_1}{\eta_1^2-\eta_3^2}\left[\eta_3^2\operatorname{Im}\varepsilon_x-q\operatorname{Im}\left(-\frac1{\varepsilon_z}\right)\right]\qquad(\varepsilon_3\ \text{real}),\tag{11}$$

For real $\varepsilon_3>\varepsilon_1$, in-plane loss raises $R_p$ and normal loss lowers it below the Brewster angle $\phi_B$, $\tan^2\phi_B=\varepsilon_3/\varepsilon_1$; above it both signs reverse.

Two other substrates are covered by the same formulas. Under total internal reflection ($\varepsilon_3$ real and smaller than $q$), $\eta_3$ is imaginary and $R(0)=1$; (6) gives $-P\operatorname{Im}\varepsilon_2/(\varepsilon_1-\varepsilon_3)\le0$, as energy conservation requires. In the limit $|\varepsilon_3|\to\infty$ at fixed $\phi<90^\circ$, (9) vanishes as $1/\varepsilon_3$, since $r_{13}\tilde a=2i\eta_1(\varepsilon_2-\varepsilon_1)/(\eta_1+\eta_3)^2=i(\varepsilon_2-\varepsilon_1)(1+r_{13})^2/(2\eta_1)$ is proportional to the square of the tangential field at the surface, and that field, proportional to $1+r_{13}=2\eta_1/(\eta_1+\eta_3)$, falls as $|\varepsilon_3|^{-1/2}$ while $|r_{13}|\to1$. For p, $\eta_3^2\approx1/\varepsilon_3\to0$, the in-plane term of (10) disappears, and with $q/\eta_1=n_1^3\sin^2\phi/\cos\phi$,

$$\left(\frac{\Delta R}{R}\right)_p\to-4x\,\frac{n_1^3\sin^2\phi}{\cos\phi}\operatorname{Im}\left(-\frac1{\varepsilon_z}\right).\tag{12}$$

Only normal absorption is seen in this limit, which requires $|\eta_3^2|\ll\eta_1^2$ and an in-plane term negligible beside the normal one. On a substrate of finite, complex $\varepsilon_3$ these two conditions are not enough for a weakly absorbing film. Expanding $1/(\eta_1^2-\eta_3^2)$ in (10), the normal term contributes $-4x(q/\eta_1)\left[\operatorname{Im}b+\operatorname{Re}b\,\operatorname{Im}\eta_3^2/\eta_1^2+\dots\right]$, so (12) also needs $|\operatorname{Re}b\,\operatorname{Im}\eta_3^2|\ll\eta_1^2\operatorname{Im}b$. For $\varepsilon_1=1$, $\varepsilon_3=-2000+600i$, $\phi=80^\circ$ and $\varepsilon_2=2+0.001i$, the ratio $|\eta_3^2|/\eta_1^2$ is only $0.016$, yet (8) gives $+0.041x$ where (12) gives $-0.0056x$.

The leading error of (6) and (8) follows from (3) and (4). Write $\Delta=\eta_2^2-\eta_3^2$ and $N=\eta_1^2-\eta_3^2$. Expanding the denominator of (3), and noting that $\tau-1$ is of order $x^2$ and so first affects $\delta$ at order $x^3$, one has $\delta=-ig\Delta\,x+g^2\eta_3\Delta\,x^2+O(x^3)$, the second term being $(-ig\Delta x)(igx\eta_3)$. The logarithm of the first form of (4), with $\ln(1+t)=t-t^2/2+\dots$, is

$$\ln\frac r{r_{13}}=-\delta\left[\frac1{\eta_1-\eta_3}+\frac1{\eta_1+\eta_3}\right]-\frac{\delta^2}2\left[\frac1{(\eta_1-\eta_3)^2}-\frac1{(\eta_1+\eta_3)^2}\right]+\dots=-\frac{2\eta_1\delta}N-\frac{2\eta_1\eta_3\delta^2}{N^2}+\dots$$

The term linear in $x$ reproduces (5). With $\delta^2=-g^2\Delta^2x^2+\dots$, the $x^2$ term is $-2g^2\eta_1\eta_3\Delta/N+2g^2\eta_1\eta_3\Delta^2/N^2=2g^2\eta_1\eta_3\Delta(\Delta-N)/N^2$, and $\Delta-N=\eta_2^2-\eta_1^2$. Thus $\ln(r/r_{13})=ax+\tfrac12L_2x^2+\dots$, and $\ln[R(d)/R(0)]$, twice the real part, is $2x\operatorname{Re}a+x^2\operatorname{Re}L_2$. Exponentiating adds half the square of the linear term:

$$\frac{\Delta R}R=2x\operatorname{Re}a+c_2x^2+O(x^3),\quad c_2=\operatorname{Re}L_2+2(\operatorname{Re}a)^2,\quad L_2=\frac{4g^2\eta_1\eta_3(\eta_2^2-\eta_1^2)(\eta_2^2-\eta_3^2)}{(\eta_1^2-\eta_3^2)^2}.\tag{13}$$

For a lossless film on a lossless substrate, $g$, $g\eta_2^2$ and $\eta_3^2$ are real, $a$ is imaginary, and the first order vanishes. If $\eta_3$ is also real, the signal starts at $L_2x^2$; for s, $L_2=4\xi_1\xi_3(\varepsilon_2-\varepsilon_1)(\varepsilon_2-\varepsilon_3)/(\varepsilon_1-\varepsilon_3)^2$ is negative when $\varepsilon_2$ lies between $\varepsilon_1$ and $\varepsilon_3$, the beginning of antireflection.

The phrase "first order in $d/\lambda$" does not by itself state when the formulas hold, because $x$ always comes multiplied by material factors. Three approximations were made, and each has its own parameter:

$$\mu_1=|\xi_2|\,x,\qquad \mu_2=|g\eta_3|\,x,\qquad \mu_3=\frac{|g(\eta_2^2-\eta_3^2)|\,x}{|\eta_1-\eta_3|}.\tag{14}$$

Small $\mu_1$ makes $\tau\approx1$, with a relative correction $\mu_1^2/3$. Small $\mu_2$ allows the denominator of (3) to be replaced by $1$. Small $\mu_3$ makes $\delta/(\eta_1-\eta_3)$ small, and it also controls $\delta/(\eta_1+\eta_3)$, because $\operatorname{Re}\eta_3\ge0$ and $\eta_1>0$ imply $|\eta_1+\eta_3|\ge|\eta_1-\eta_3|$. When all three are small, which is a sufficient condition, the neglected part of $\Delta R/R$ is of order $\mu_3(\mu_3+\mu_2+\mu_1^2)$. This measures the error against $1$, that is in units of $R(0)$. Against the first-order signal itself the leading error is $c_2x/(2\operatorname{Re}a)$, which can be large with all three parameters small, if $\operatorname{Re}a$ is close to zero while $c_2$ is not. The parameter $\mu_3$ grows without limit when $\eta_3\to\eta_1$, where $R(0)\to0$ (index matching $\varepsilon_3\to\varepsilon_1$, or p light near the Brewster angle of a transparent substrate), and, for p at oblique incidence, when $\varepsilon_z\to0$, since $g\Delta$ contains $q/\varepsilon_z$.

The first kind of failure has a repair. The second form of (4) shows that $r/r_{13}=1+ax\,[1+\text{small}]$ as long as $\mu_1$, $\mu_2$ and $|\delta|/|\eta_1+\eta_3|$ are small, however large $|a|x$ is. The amplitude remains linear in $d$ and only the squaring must be done in full, $\Delta R/R\approx|1+ax|^2-1$. Multiplying (4) by $r_{13}$ gives $r=r_{13}+r'x+O(x^2)$ with

$$r'=r_{13}\,a=\frac{2ig\eta_1(\eta_2^2-\eta_3^2)}{(\eta_1+\eta_3)^2},\tag{15}$$

which stays finite at $\eta_1=\eta_3$. At the Brewster angle $\Delta R/R$ is undefined and $R_p\approx|r'|^2x^2$ is quadratic in the thickness.

The reference for all comparisons in the numerical check is a direct solution in SI units: each plane wave is built as a vector $\mathbf E$ with $\mathbf H=\mathbf k\times\mathbf E/(\omega\mu_0)$, the four continuity conditions are solved as a linear system, and $R$ is taken from Poynting fluxes. For an 80 nm film it is tested for energy balance, with the absorbed power integrated by quadrature, and against (2), the multiple-reflection series, the $Y$ form and the path phase. Its numerical derivatives in $x$ are tested against (5), (6), (8), (9), (10) and $c_2$ on random isotropic and uniaxial cases and on one case of total internal reflection. The worst mismatch is $2.7\times10^{-10}$ for the first-order quantities, relative to the scale $1+(\mu_1+\mu_2+\mu_3)/x$, and $1.4\times10^{-9}$ for $c_2$, relative to the square of that scale. The values called exact below come from this solver.

The numerical example uses round model parameters: $\lambda=500$ nm (photon energy $2.48$ eV), $d=1$ nm, $\varepsilon_1=1$ and $\varepsilon_2=3+2i$. Then $k_0=1.25664\times10^7\ \mathrm{m^{-1}}$, $x=0.012566$ and $x^2=1.579\times10^{-4}$. Digits beyond the second or third are kept only to display the difference between orders of the expansion.

Case A has a transparent substrate, $\varepsilon_3=2.25$, at $\phi=45^\circ$, so $P=4\times0.012566\times0.7071=0.035543$. The common ratio is $(0.75+2i)/(-1.25)=-0.6-1.6i$, and (6) gives $(\Delta R/R)_s=0.035543\times1.6=0.05687$, on a bare reflectance $R(0)=0.0920$. The exact value is $0.05750$, so the first order is low by $1.1\%$ of the exact value. For the second order, $\eta_1=0.7071$, $\eta_3=1.3229$ and $(\varepsilon_2-\varepsilon_1)(\varepsilon_2-\varepsilon_3)=(2+2i)(0.75+2i)=-2.5+5.5i$, so $\operatorname{Re}L_2=4\times0.7071\times1.3229\times(-2.5)/1.5625=-5.987$. With $\operatorname{Re}a=2.2627$, $c_2=-5.987+2\times2.2627^2=4.253$, and adding $c_2x^2=0.00067$ gives $0.05754$. For p, $1/\varepsilon_2=(3-2i)/13=0.2308-0.1538i$ and $1/\varepsilon_3=0.4444$, so the upper bracket in (8) is $1-0.5\,(0.6752-0.1538i)=0.6624+0.0769i$ and the lower is $1-3.25\times0.5/2.25=0.2778$. The imaginary part of $(-0.6-1.6i)(0.6624+0.0769i)$ is $-0.046-1.060=-1.106$, which becomes $-3.981$ after division by $0.2778$, and $(\Delta R/R)_p=0.035543\times3.981=0.1415$, on $R(0)=0.00847$. The exact value is $0.1462$, an error of $3.2\%$ of the exact value; with $c_2=30.36$ the estimate becomes $0.1463$. The parameters $(\mu_1,\mu_2,\mu_3)$ are $(0.022,0.017,0.044)$ for s and $(0.022,0.027,0.067)$ for p. Equation (11) splits the p signal: with $\eta_3^2=(\varepsilon_3-q)/\varepsilon_3^2=1.75/5.0625=0.3457$ and $\eta_1^2-\eta_3^2=0.1543$, the in-plane part is $0.035543\times2\times0.3457/0.1543=0.159$ and the normal part is $-0.035543\times0.5\times0.1538/0.1543=-0.0177$, with the signs found for angles below $\phi_B$.

Case B has a metal-like substrate, $\varepsilon_3=-10+i$, at $\phi=70^\circ$, so $\cos\phi=0.3420$ and $P=0.017192$. The common ratio is $(13+i)/(11-i)=1.1639+0.1967i$, and $(\Delta R/R)_s=-0.017192\times0.1967=-0.00338$ on $R(0)=0.9814$; the exact value is $-0.00356$. For p the brackets are $0.8837+0.1446i$ and $0.2044+0.0087i$. The product of the ratio with the upper bracket is $1.0001+0.3421i$, and the imaginary part of its quotient by the lower bracket is $(0.3421\times0.2044-1.0001\times0.0087)/(0.2044^2+0.0087^2)=1.46$, so $(\Delta R/R)_p=-0.0251$ on $R(0)=0.8979$; the exact value is $-0.0248$. The errors relative to the exact values are $5.0\%$ for s and $1.5\%$ for p. The s error is the largest of the four. Its parameters are $(0.021,0.042,0.050)$, and its leading error is $c_2x/(2\operatorname{Re}a)=(-1.1125\times0.012566)/(-0.2692)=0.052$ of the first-order signal. Most of this comes from the variation of the field across the film. For s, writing $\varepsilon_2-\varepsilon_3=A+N$ splits $L_2$ into $-2i\eta_3\tilde a+4\eta_1\eta_3A^2/N^2$. The first part is what results when the film's dipole layer is driven by the bare-substrate field $E_y(1+i\eta_3k_0z)$, with $z$ measured from the substrate surface, instead of by its surface value; the relative change of that field across the film has magnitude $\mu_2$. Here $\tilde a=-0.1346+0.1122i$, $\operatorname{Re}(-2i\eta_3\tilde a)=-0.855$, and this part supplies $0.040$ of the $0.052$: the metal-like substrate keeps the tangential field at its surface small, and the field grows away from it. In case A the same part is $-0.017$ of the first-order signal and is outweighed by the term $2(\operatorname{Re}a)^2$.

The split of the p signal in case B shows that this substrate is far from the limit (12). The in-plane part is $-0.0174$ and the normal part only $-0.0077$. From $\eta_3=0.0177-0.3285i$, $\eta_3^2=-0.1076-0.0116i$ is comparable in size with $\eta_1^2=0.1170$, so the condition $|\eta_3^2|\ll\eta_1^2$ is not met. In the bracket of (10), the in-plane term is $-(2+2i)\eta_3^2=0.192+0.238i$ and the normal term, with $q=1-0.3420^2=0.8830$, is $0.8830\,(0.7692+0.1538i)=0.679+0.136i$. The denominator $\eta_1^2-\eta_3^2=0.2246+0.0116i$ is nearly real, so the imaginary parts dominate the signal, and that of the in-plane term is the larger.

As the film thickens, the first-order and exact values separate as follows.

| $d$ | A, s | A, p |
|---|---|---|
| 2 nm | 0.1137 / 0.1161 | 0.2830 / 0.3012 |
| 5 nm | 0.2843 / 0.2964 | 0.7076 / 0.8113 |
| 10 nm | 0.5687 / 0.6011 | 1.4152 / 1.7700 |

| $d$ | B, s | B, p |
|---|---|---|
| 2 nm | −0.0068 / −0.0075 | −0.0503 / −0.0488 |
| 5 nm | −0.0169 / −0.0218 | −0.1257 / −0.1169 |
| 10 nm | −0.0338 / −0.0558 | −0.2513 / −0.2184 |

At 10 nm, where $d$ is one fiftieth of $\lambda$, the errors relative to the exact values are $5\%$ and $20\%$ in case A, $39\%$ and $15\%$ in case B. At the other end, halving $d$ from 5 pm to 2.5 pm (a purely mathematical range, chosen so that third-order terms are negligible) reduces the absolute error by a factor $3.999$ for s in case A and $4.000$ in the other three, as a remainder $c_2x^2$ requires.

The failures appear at $d=1$ nm on the substrate of case A, whose Brewster angle is $56.310^\circ$. At $56^\circ$, $R_p(0)=1.04\times10^{-5}$ and $\mu_3=1.81$. Equation (8) gives $3.58$ against the exact $6.80$, low by $47\%$ of the exact value, whereas $|1+ax|^2-1=6.87$ is high by about $1\%$. At the Brewster angle, (15) gives $r'=0.4587-0.0747i$, so $|r'|^2x^2=0.2160\times1.579\times10^{-4}=3.41\times10^{-5}$, against the exact $3.35\times10^{-5}$. For a film with $\varepsilon_2=0.01+0.01i$ at $45^\circ$, $q/\varepsilon_2=25-25i$ drives $\mu_3$ for p to $3.65$. Equation (8) gives $-5.76$, which is impossible because $R\ge0$ requires $\Delta R/R\ge-1$, and the exact value is $+4.68$. The repair is not justified here, since $|\delta|\approx3.65\times(0.7071-0.5879)=0.44$ is not small beside $\eta_1+\eta_3=1.295$. The s wave has no normal electric field and no $1/\varepsilon_2$ term, and its expansion remains usable, but the first order, $2.84\times10^{-4}$, is only a quarter of the exact $1.1227\times10^{-3}$ because $\operatorname{Im}\varepsilon_2$ is so small; including $c_2x^2$ gives $1.1229\times10^{-3}$. For a lossless film with $\varepsilon_2=2$ at $45^\circ$ the first order is zero. For s, $c_2=4\times0.7071\times1.3229\times1\times(-0.25)/1.5625=-0.5987$, so $c_2x^2=-9.454\times10^{-5}$ against the exact $-9.453\times10^{-5}$; for p, $c_2=-1.0237$ gives $-1.617\times10^{-4}$, which agrees with the exact $-1.6165\times10^{-4}$ to better than $0.1\%$.

## Numbers as computed

```
lambda = 500 nm (photon energy 2.4797 eV), d = 1 nm
k0 = 1.25664e+07 1/m, x = k0 d = 0.012566, e1 = 1.0, e2 = 3.0000+2.0000i
all eps, xi, eta, a, c2, R, dR/R below are dimensionless
worst scaled finite-difference mismatch: first order 2.7e-10, c2 1.4e-09
case A: e3 = 2.2500+0.0000i, phi = 45 deg, P = 0.035543
 (e2-e3)/(e1-e3) = -0.6000-1.6000i
 p factor = (0.6624+0.0769i) / (0.2778+0.0000i)
 s: eta1 = 0.7071, eta2 = 1.6884+0.5923i, eta3 = 1.3229+0.0000i
 s: R(0) = 0.092013, a = 2.2627-0.8485i, c2 = 4.2533
 s: dR/R first 0.056869, with c2 0.057541, exact 0.057500
 s: small parameters 0.0225, 0.0166, 0.0436; error ratio 5 pm/2.5 pm 3.999
 s: first/exact 2 nm 0.1137/0.1161, 5 nm 0.2843/0.2964, 10 nm 0.5687/0.6011
 p: eta1 = 0.7071, eta2 = 0.4808-0.1231i, eta3 = 0.5879+0.0000i
 p: R(0) = 0.008466, a = 5.6307-1.3968i, c2 = 30.3558
 p: dR/R first 0.141516, with c2 0.146310, exact 0.146177
 p: small parameters 0.0225, 0.0266, 0.0668; error ratio 5 pm/2.5 pm 4.000
 p: first/exact 2 nm 0.2830/0.3012, 5 nm 0.7076/0.8113, 10 nm 1.4152/1.7700
 p: first-order split, in-plane 0.159233, normal -0.017717
case B: e3 = -10.0000+1.0000i, phi = 70 deg, P = 0.017192
 (e2-e3)/(e1-e3) = 1.1639+0.1967i
 p factor = (0.8837+0.1446i) / (0.2044+0.0087i)
 s: eta1 = 0.3420, eta2 = 1.5858+0.6306i, eta3 = 0.1514+3.3024i
 s: R(0) = 0.981422, a = -0.1346+0.7962i, c2 = -1.1125
 s: dR/R first -0.003382, with c2 -0.003558, exact -0.003562
 s: small parameters 0.0214, 0.0415, 0.0495; error ratio 5 pm/2.5 pm 4.000
 s: first/exact 2 nm -0.0068/-0.0075, 5 nm -0.0169/-0.0218, 10 nm -0.0338/-0.0558
 p: eta1 = 0.3420, eta2 = 0.4630-0.0984i, eta3 = 0.0177-0.3285i
 p: R(0) = 0.897916, a = -1.0000+3.3895i, c2 = 2.3396
 p: dR/R first -0.025132, with c2 -0.024762, exact -0.024766
 p: small parameters 0.0214, 0.0149, 0.0316; error ratio 5 pm/2.5 pm 4.000
 p: first/exact 2 nm -0.0503/-0.0488, 5 nm -0.1257/-0.1169, 10 nm -0.2513/-0.2184
 p: first-order split, in-plane -0.017446, normal -0.007686
e3 = 2.25, p, 56 deg: first 3.5810, |1+ax|^2-1 6.8746, exact 6.8024
 third small parameter 1.8090, R(0) = 1.0442e-05
Brewster 56.310 deg: r' = 0.4587-0.0747i, |r' x|^2 = 3.4106e-05, exact R = 3.3549e-05
e2 = 0.0100+0.0100i, 45 deg, p: first -5.7572, exact 4.6833, third parameter 3.6546
 s: first 2.8434e-04, with c2 1.1229e-03, exact 1.1227e-03
e2 = 2, 45 deg, s: first 0.0e+00, c2 = -0.5987, c2 x^2 = -9.4537e-05, exact -9.4531e-05
e2 = 2, 45 deg, p: first 0.0e+00, c2 = -1.0237, c2 x^2 = -1.6166e-04, exact -1.6165e-04
```
